**Electron-nucleus cusp: numerical and symbolic tests**

The program tests the statement that the spherical average ψ̄(r) of a stationary wavefunction has the slope −Zψ(0) at a point nucleus of charge Z, where r is the distance from the nucleus in bohr. It asserts symbolically that the series solutions for the hydrogenic ns states, n = 1 to 12, satisfy the radial equation and have the relative slope −Z. For Z = 3 it also finds the 1s to 4s states by diagonalization in a basis without a built-in cusp, and asserts their energies and slopes. In a non-spherical potential the slopes along +z and −z come out as −3.2690 and −2.7310 per bohr, while the spherical average gives −3.00000. At three radii the program asserts that the slope equals the sum of the Coulomb term and the remainder in the integrated radial equation. A two-electron model with a bounded repulsion, which is not the Coulomb repulsion of a real atom, gives a cusp ratio of −3.0000 per bohr at two positions of the second electron. All assertions held in the run shown.

## Verification by program

```python
"""
Electron-nucleus cusp: for a point nucleus of charge Z at the origin, the
spherical average psi_bar(r) of a stationary wavefunction obeys
    d(psi_bar)/dr = -Z * psi(0)   at r = 0,
provided all other terms of the Schroedinger equation stay bounded there.
Hartree atomic units: r in bohr, energies in hartree.
n: principal quantum number; l: angular momentum; w: extra bounded potential.
The numerical basis is exp(-beta r) times Laguerre polynomials in 2 beta r.
Its members have various slopes at r = 0, so the cusp is not built in.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, block_diag
from scipy.special import eval_genlaguerre, eval_legendre, roots_laguerre

Z = 3.0


def basis(r, beta, size):
    """Basis values and r-derivatives, both with exp(-beta r) divided out."""
    k = np.arange(size)
    x = 2 * beta * np.atleast_1d(np.asarray(r, dtype=float))[:, None]
    norm = np.sqrt((2 * beta) ** 3 / ((k + 1.0) * (k + 2.0)))
    lag = eval_genlaguerre(k, 2.0, x)
    dlag = -eval_genlaguerre(np.maximum(k - 1, 0), 3.0, x) * (k > 0)
    return norm * lag, norm * 2 * beta * (dlag - lag / 2)


def radial_setup(beta, size, points=60):
    """Nodes and basis tables scaled by the root of the weight for r^2 dr."""
    x, weight = roots_laguerre(points)
    r = x / (2 * beta)
    root = np.sqrt(weight * r**2 / (2 * beta))[:, None]
    value, slope = basis(r, beta, size)
    value, slope = root * value, root * slope
    assert np.allclose(value.T @ value, np.eye(size), atol=1e-8)
    return r, value, slope


def hydrogenic_matrix(r, value, slope, l=0):
    potential = -Z / r + l * (l + 1) / (2 * r**2)
    return 0.5 * slope.T @ slope + value.T @ (potential[:, None] * value)


print(f"Nuclear charge Z = {Z:.0f} (dimensionless)")

# Local energy of the trial function exp(-a r), from direct differentiation
rs, a, zs = sp.symbols("r a Z", positive=True)
trial = sp.exp(-a * rs)
h_trial = -(sp.diff(trial, rs, 2) + 2 * sp.diff(trial, rs) / rs) / 2
local = sp.simplify((h_trial - zs * trial / rs) / trial)
assert sp.simplify(local - (-a**2 / 2 + (a - zs) / rs)) == 0
for exponent in (2.8, 3.0):
    for radius in (0.1, 0.001):
        energy = float(local.subs({a: exponent, zs: Z, rs: radius}))
        print(f"Local energy, a={exponent:.1f}/bohr, r={radius} bohr: "
              f"{energy:.3f} hartree")

# Series solution of the ns equation: residual and slope, for symbolic Z
n_max = 12
for n in range(1, n_max + 1):
    p = [sp.Integer(1)]
    for k in range(n - 1):
        p.append(-2 * zs * (n - 1 - k) * p[k] / (n * (k + 1) * (k + 2)))
    poly = sum(c * rs**k for k, c in enumerate(p))
    R = sp.exp(-zs * rs / n) * poly
    equation = (rs * sp.diff(R, rs, 2) + 2 * sp.diff(R, rs)
                + 2 * zs * R - zs**2 / n**2 * rs * R)
    assert sp.simplify(sp.expand(equation * sp.exp(zs * rs / n))) == 0
    ratio = sp.diff(R, rs).subs(rs, 0) / R.subs(rs, 0)
    assert sp.simplify(ratio + zs) == 0
print(f"Series solution and cusp verified symbolically: n = 1 to {n_max}")

# ns states by diagonalization, without using their known form
beta, size = 1.5, 36
r, value, slope = radial_setup(beta, size)
energies, vectors = eigh(hydrogenic_matrix(r, value, slope))
v0, d0 = basis(0.0, beta, size)
for n in range(1, 5):
    c = vectors[:, n - 1]
    cusp = (d0[0] @ c) / (v0[0] @ c)
    exp_part, poly_part = -Z / n, -Z * (n - 1) / n
    assert abs(energies[n - 1] + Z**2 / (2 * n**2)) < 1e-7
    assert abs(cusp - (exp_part + poly_part)) < 1e-5
    print(f"{n}s: E = {energies[n - 1]:.6f} hartree; "
          f"R'(0)/R(0) = {cusp:.5f} /bohr")
    print(f"    exponential share {exp_part:.4f}, "
          f"polynomial share {poly_part:.4f} /bohr")
    if n == 1:
        bohr_in_angstrom = constants.value("Bohr radius") * 1e10
        cusp_angstrom = cusp / bohr_in_angstrom
print(f"1s slope ratio converted: {cusp_angstrom:.4f} /angstrom")

# One electron in a non-spherical potential w = F z exp(-r)
F, beta, size, l_count = 4.0, 3.0, 24, 4
r, value, slope = radial_setup(beta, size)
H = block_diag(*[hydrogenic_matrix(r, value, slope, l)
                 for l in range(l_count)])
w_radial = value.T @ ((F * r * np.exp(-r))[:, None] * value)
for l in range(l_count - 1):
    coupling = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    here = slice(l * size, (l + 1) * size)
    above = slice((l + 1) * size, (l + 2) * size)
    H[here, above] = coupling * w_radial
    H[above, here] = coupling * w_radial
energies, vectors = eigh(H)
E = energies[0]
parts = vectors[:, 0].reshape(l_count, size)
v0, d0 = basis(0.0, beta, size)
parts = parts / (v0[0] @ parts[0])      # makes psi_bar(0) equal to 1
average_slope = d0[0] @ parts[0]
p_slope = np.sqrt(3) * (d0[0] @ parts[1])
up, down = average_slope + p_slope, average_slope - p_slope
assert abs(average_slope + Z) < 1e-5
assert abs(up - down) > 0.1
print(f"Non-spherical case: F = {F:.1f} hartree/bohr, E = {E:.5f} hartree")
print(f"  slope/psi(0) along +z: {up:.4f} /bohr")
print(f"  slope/psi(0) along -z: {down:.4f} /bohr")
print(f"  spherical average:     {average_slope:.5f} /bohr")

# Integrated radial equation; angular averages by quadrature over cos(theta)
nodes, weights = np.polynomial.legendre.leggauss(24)
angular = np.array([np.sqrt(2 * l + 1) * eval_legendre(l, nodes)
                    for l in range(l_count)])
remainders = []
for radius in (0.4, 0.04, 0.004):
    s = radius * (nodes + 1) / 2
    ds = radius * weights / 2
    radial_parts = (basis(s, beta, size)[0] @ parts.T
                    * np.exp(-beta * s)[:, None])
    psi = radial_parts @ angular
    psi_bar = psi @ weights / 2
    w = F * s[:, None] * nodes[None, :] * np.exp(-s)[:, None]
    q_bar = ((E - w) * psi) @ weights / 2
    coulomb = -2 * Z / radius**2 * np.sum(ds * s * psi_bar)
    remainder = -2 / radius**2 * np.sum(ds * s**2 * q_bar)
    direct = (basis(radius, beta, size)[1][0] @ parts[0]
              * np.exp(-beta * radius))
    assert abs(direct - coulomb - remainder) < 1e-5
    remainders.append(remainder)
    print(f"  r={radius} bohr, per psi(0): slope {direct:.5f}, "
          f"Coulomb {coulomb:.5f}, rest {remainder:.5f} /bohr")
assert abs(remainders[2]) < 0.12 * abs(remainders[1])

# Two electrons, functions of r1 and r2 only, with a bounded model repulsion
beta, size = 3.0, 20
r, value, slope = radial_setup(beta, size)
h = hydrogenic_matrix(r, value, slope)
pairs = np.einsum("ai,ak->aik", value, value).reshape(len(r), -1)
repulsion = 1 / np.sqrt(1 + r[:, None]**2 + r[None, :]**2)
W = (pairs.T @ repulsion @ pairs).reshape(size, size, size, size)
W = W.transpose(0, 2, 1, 3).reshape(size**2, size**2)
identity = np.eye(size)
H2 = np.kron(h, identity) + np.kron(identity, h) + W
energy2, vector2 = eigh(H2, subset_by_index=[0, 0])
C = vector2[:, 0].reshape(size, size)
second_amplitude = np.linalg.svd(C, compute_uv=False)[1]
assert second_amplitude > 1e-4          # the state is not a single product
assert energy2[0] > -Z**2 + 0.1         # the repulsion has a real effect
print(f"Two-electron model: E = {energy2[0]:.5f} hartree, "
      f"without repulsion {-Z**2:.5f} hartree")
print(f"  second singular value of psi: {second_amplitude:.5f} "
      "(dimensionless)")
v0, d0 = basis(0.0, beta, size)
for r2 in (0.5, 1.0):
    other = C @ basis(r2, beta, size)[0][0]
    cusp = (d0[0] @ other) / (v0[0] @ other)
    assert abs(cusp + Z) < 3e-4
    print(f"  electron 2 at {r2:.1f} bohr: cusp ratio of electron 1 = "
          f"{cusp:.4f} /bohr")

print("every check passed")
```

Output:

```
Nuclear charge Z = 3 (dimensionless)
Local energy, a=2.8/bohr, r=0.1 bohr: -5.920 hartree
Local energy, a=2.8/bohr, r=0.001 bohr: -203.920 hartree
Local energy, a=3.0/bohr, r=0.1 bohr: -4.500 hartree
Local energy, a=3.0/bohr, r=0.001 bohr: -4.500 hartree
Series solution and cusp verified symbolically: n = 1 to 12
1s: E = -4.500000 hartree; R'(0)/R(0) = -3.00000 /bohr
    exponential share -3.0000, polynomial share -0.0000 /bohr
2s: E = -1.125000 hartree; R'(0)/R(0) = -3.00000 /bohr
    exponential share -1.5000, polynomial share -1.5000 /bohr
3s: E = -0.500000 hartree; R'(0)/R(0) = -3.00000 /bohr
    exponential share -1.0000, polynomial share -2.0000 /bohr
4s: E = -0.281250 hartree; R'(0)/R(0) = -3.00000 /bohr
    exponential share -0.7500, polynomial share -2.2500 /bohr
1s slope ratio converted: -5.6692 /angstrom
Non-spherical case: F = 4.0 hartree/bohr, E = -4.58672 hartree
  slope/psi(0) along +z: -3.2690 /bohr
  slope/psi(0) along -z: -2.7310 /bohr
  spherical average:     -3.00000 /bohr
  r=0.4 bohr, per psi(0): slope -0.89912, Coulomb -1.40913, rest 0.51001 /bohr
  r=0.04 bohr, per psi(0): slope -2.65872, Coulomb -2.77053, rest 0.11181 /bohr
  r=0.004 bohr, per psi(0): slope -2.96399, Coulomb -2.97611, rest 0.01212 /bohr
Two-electron model: E = -8.20211 hartree, without repulsion -9.00000 hartree
  second singular value of psi: 0.00194 (dimensionless)
  electron 2 at 0.5 bohr: cusp ratio of electron 1 = -3.0000 /bohr
  electron 2 at 1.0 bohr: cusp ratio of electron 1 = -3.0000 /bohr
every check passed
```
